# Scissors Shift, Velocity and Position Matrix Elements in a Two-Band Monolayer, part 1

(Sections cited here and not found follow in the second part.)

## I. The general relation between shifted gaps, positions and velocities

**What scaling fixes.** Take a semiconductor described by one-electron states, and raise all its empty bands by the same energy $\Delta$ without changing any state. Consider one filled state $v$ and one empty state $c$ at the same wavevector, separated by the energy $E_{cv}=E_c-E_v$. Suppose that the ratio of the new velocity matrix element to the old one depends on these two energies alone. A ratio has no dimension, so it can depend only on $a=1+\Delta/E_{cv}$, the new gap divided by the old:

$$\frac{v'_{cv}}{v_{cv}}=\Phi(a). \tag{1}$$

A shift $\Delta_1$ followed by a shift $\Delta_2$ is the same operation as one shift $\Delta_1+\Delta_2$. The two gap ratios are

$$a_1=\frac{E_{cv}+\Delta_1}{E_{cv}},\qquad a_2=\frac{E_{cv}+\Delta_1+\Delta_2}{E_{cv}+\Delta_1},$$

and their product is the ratio for the combined shift. Hence $\Phi(a_1)\Phi(a_2)=\Phi(a_1a_2)$. The logarithm of $\Phi$ is therefore additive in $\ln a$, and if $\Phi$ is continuous it must be a power:

$$\Phi(a)=a^{s}. \tag{2}$$

The velocity operator is $(i/\hbar)$ times the commutator of the Hamiltonian with position. The Hamiltonian is linear in $\Delta$, so $a^s$ must be linear in $\Delta$ as well, which leaves $s=0$ or $s=1$. The value $s=0$ would require the shift operator to have no interband commutator with position. That operator returns $c$ unchanged and annihilates $v$, so its commutator with $\mathbf r$ has the interband element $\langle c|\mathbf r|v\rangle$, which is in general not zero. Thus $s=1$. A velocity is a length times a frequency, so the corresponding power for the position element is $s-1=0$.

This argument assumed that no other energy enters. The derivation below removes that assumption and supplies the signs and conditions.

**Hamiltonian and shift.** Let $H$ be a periodic mean-field Hamiltonian with Bloch states $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$. The cell-periodic parts obey

$$H(\mathbf k)|u_n\rangle=E_n|u_n\rangle,\qquad H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}, \tag{3}$$

where the label $\mathbf k$ on $u_n$ and $E_n$ is understood. The filled bands $v$ are separated from the empty bands $c$ by a gap. The scissors Hamiltonian is

$$H'(\mathbf k)=H(\mathbf k)+\Delta P_c(\mathbf k),\qquad P_c=\sum_c|u_c\rangle\langle u_c|. \tag{4}$$

The shift is rigid: $\Delta$ is one number for all empty bands and all $\mathbf k$. It may be negative, provided that the gap stays open, so that the same bands remain filled.

Since $P_c|u_c\rangle=|u_c\rangle$ and $P_c|u_v\rangle=0$,

$$H'|u_c\rangle=(E_c+\Delta)|u_c\rangle,\qquad H'|u_v\rangle=E_v|u_v\rangle. \tag{5}$$

The old eigenvectors are eigenvectors of $H'$, and each interband energy becomes $E'_{cv}=E_{cv}+\Delta$.

**Position elements.** Position acts on a Bloch state through the identity

$$\mathbf r\,e^{i\mathbf k\cdot\mathbf r}u_m=-i\nabla_{\mathbf k}\!\left(e^{i\mathbf k\cdot\mathbf r}u_m\right)+e^{i\mathbf k\cdot\mathbf r}\,i\nabla_{\mathbf k}u_m, \tag{6}$$

which follows from the product rule. Take the inner product with $\psi_{n\mathbf k'}$ for $n\neq m$. The first term gives a derivative of $\langle\psi_{n\mathbf k'}|\psi_{m\mathbf k}\rangle$, which vanishes for all $\mathbf k$ and $\mathbf k'$ because the bands differ. The second term is diagonal in wavevector. Its coefficient is the interband position element

$$\boldsymbol\xi_{nm}=i\langle u_n|\nabla_{\mathbf k}u_m\rangle,\qquad n\neq m. \tag{7}$$

If the phases of the states are changed by $u_n\to e^{i\varphi_n}u_n$, this element gains the factor $e^{i(\varphi_m-\varphi_n)}$. The term containing $\nabla\varphi_m$ drops out because $\langle u_n|u_m\rangle=0$. Magnitudes are thus independent of phase. To compare complex elements, the same phases are used before and after the shift.

Equation (7) contains eigenvectors and no energies. By (5) the eigenvectors are the same, so

$$\boldsymbol\xi'_{cv}=\boldsymbol\xi_{cv}. \tag{8}$$

**Velocity before the shift.** The velocity operator is $\mathbf v=(i/\hbar)[H,\mathbf r]$. Differentiating the second relation in (3) along direction $\alpha$ gives

$$\partial_\alpha H(\mathbf k)=-ir_\alpha H(\mathbf k)+iH(\mathbf k)r_\alpha=i[H(\mathbf k),r_\alpha]=\hbar v_\alpha(\mathbf k). \tag{9}$$

Now differentiate $H|u_v\rangle=E_v|u_v\rangle$:

$$(\partial_\alpha H)|u_v\rangle+H|\partial_\alpha u_v\rangle=(\partial_\alpha E_v)|u_v\rangle+E_v|\partial_\alpha u_v\rangle.$$

Multiply by $\langle u_c|$. The term with $\partial_\alpha E_v$ vanishes by orthogonality, and $\langle u_c|H=E_c\langle u_c|$. Therefore

$$\hbar v_{\alpha,cv}=(E_v-E_c)\langle u_c|\partial_\alpha u_v\rangle=iE_{cv}\,\xi_{\alpha,cv}. \tag{10}$$

The last step uses $\langle u_c|\partial_\alpha u_v\rangle=-i\xi_{\alpha,cv}$, which is (7) multiplied by $-i$.

**Velocity after the shift.** From (4) and (9), $\hbar v'_\alpha=\partial_\alpha H+\Delta\,\partial_\alpha P_c$. The derivative of the projector is

$$\partial_\alpha P_c=\sum_{c'}\left(|\partial_\alpha u_{c'}\rangle\langle u_{c'}|+|u_{c'}\rangle\langle\partial_\alpha u_{c'}|\right). \tag{11}$$

Between $\langle u_c|$ and $|u_v\rangle$ the first part vanishes because $\langle u_{c'}|u_v\rangle=0$. The second part leaves $\langle\partial_\alpha u_c|u_v\rangle$. Differentiating $\langle u_c|u_v\rangle=0$ shows that this equals $-\langle u_c|\partial_\alpha u_v\rangle$, so

$$\langle u_c|\partial_\alpha P_c|u_v\rangle=i\xi_{\alpha,cv}. \tag{12}$$

Adding $\Delta$ times (12) to (10) gives

$$\hbar v'_{\alpha,cv}=i(E_{cv}+\Delta)\xi_{\alpha,cv}. \tag{13}$$

Where the old element is not zero, division by (10) yields

$$\boxed{\;\mathbf v'_{cv}=\frac{E_c-E_v+\Delta}{E_c-E_v}\,\mathbf v_{cv}\;} \tag{14}$$

The energies of other bands do not appear, as the scaling argument had assumed.

A superposition of the two states shows the meaning. Let an electron be in $(|u_c\rangle+|u_v\rangle)/\sqrt2$ at one $\mathbf k$. The interband part of its mean position is $\mathrm{Re}[\boldsymbol\xi_{cv}e^{iE'_{cv}t/\hbar}]$. Its time derivative is $\mathrm{Re}[(iE'_{cv}/\hbar)\boldsymbol\xi_{cv}e^{iE'_{cv}t/\hbar}]$. The charge swings through the same distance as before the shift, but at a frequency set by the new gap, so its velocity changes in proportion to that gap. As the shifted gap tends to zero, the oscillation becomes slow and $v'_{cv}$ tends to zero.

**Which momentum is rescaled.** The canonical momentum $\mathbf p=-i\hbar\nabla$ is a fixed operator. Between unchanged states its elements are unchanged. The quantity rescaled in (14) is the kinetic momentum $m_0\mathbf v'$, with $m_0$ the free-electron mass.

For a local starting potential, $H=p^2/2m_0+V(\mathbf r)$, one has $[H,\mathbf r]=-i\hbar\mathbf p/m_0$ and so $m_0\mathbf v=\mathbf p$. After the shift,

$$m_0\mathbf v'=\mathbf p+\frac{im_0\Delta}{\hbar}[P_c,\mathbf r]. \tag{15}$$

In real space the commutator has the kernel $P_c(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$. It would vanish if $P_c$ acted at a single point, but a projector on a set of bands connects different points. If the starting Hamiltonian already contains a nonlocal potential, $\mathbf v_{cv}$ in (14) must include the commutator of that potential too.

It is $\mathbf v'$ that couples to light. In a uniform field $\boldsymbol{\mathcal E}=-\partial_t\mathbf A$, an electron of charge $-e$ has the Hamiltonian $H'+e\boldsymbol{\mathcal E}\cdot\mathbf r$. Here the shift operator is assumed not to respond to the field. Transform the state with $U=e^{-ie\mathbf A\cdot\mathbf r/\hbar}$. The time derivative of $U$ contributes $i\hbar(\partial_tU)U^\dagger=e\,\partial_t\mathbf A\cdot\mathbf r=-e\boldsymbol{\mathcal E}\cdot\mathbf r$, which cancels the field term. What remains is $UH'U^\dagger$, which by (3) is

$$H'(\mathbf k+e\mathbf A/\hbar)=H'(\mathbf k)+e\mathbf A\cdot\mathbf v'(\mathbf k)+O(A^2). \tag{16}$$

One may therefore use the unchanged $\boldsymbol\xi_{cv}$ with $\boldsymbol{\mathcal E}$, or the rescaled $\mathbf v'_{cv}$ with $\mathbf A$. At resonance, $\hbar\omega=E'_{cv}$, the field amplitudes are related by $|\mathbf A|=|\boldsymbol{\mathcal E}|/\omega$ and the elements by $|\mathbf v'_{cv}|=\omega|\boldsymbol\xi_{cv}|$, so both couplings have the same strength.

A one-dimensional crystal with a local potential shows the distinction in numbers. Its period is 0.32 nm, the potential has Fourier coefficient 1.0 eV at the reciprocal vectors $\pm G$, and the basis holds 13 plane waves. At $k=0.45\,G$ the lowest gap is 2.4816 eV. For $\Delta=0.90$ eV the canonical element between the two lowest bands is $7.92\,\hbar$/nm before and after the shift. The kinetic element, obtained by differentiating $H'(k)$ numerically, becomes $10.79\,\hbar$/nm. The ratio predicted by (14) is $1+0.90/2.4816=1.363$, and indeed $7.92\times1.363=10.79$.

**Elements within one group of bands.** Let $n$ and $m$ both be empty. Then (11) gives $\langle u_n|\partial_\alpha u_m\rangle+\langle\partial_\alpha u_n|u_m\rangle=\partial_\alpha\langle u_n|u_m\rangle=0$. If both are filled, each term of (11) contains a vanishing overlap. Velocities within either group, including the band velocities on the diagonal, are unchanged.

If the shift is a function $\Delta(\mathbf k)$, common to all empty bands, and the states are still unchanged, the product rule gives

$$\hbar\mathbf v'=\nabla H+\Delta(\mathbf k)\nabla P_c+[\nabla\Delta(\mathbf k)]P_c. \tag{17}$$

The last term has no interband element. Equation (14) then holds with the local value $\Delta(\mathbf k)$, while each empty-band velocity gains $\nabla\Delta/\hbar$.

**The strength sum.** Let the lowest band, labelled 0, be the filled one, and let the starting potential be local. Along $x$, $H(k+q)=H(k)+\hbar qv_x+\hbar^2q^2/2m_0$. Second-order perturbation theory in $q$ gives the band curvature

$$\frac{\partial^2E_0}{\partial k^2}=\frac{\hbar^2}{m_0}-2\sum_{m\neq0}\frac{\hbar^2|v_{m0}|^2}{E_{m0}}. \tag{18}$$

With $1/m^*=\hbar^{-2}\partial^2E_0/\partial k^2$, multiplication by $m_0/\hbar^2$ and rearrangement give

$$S\equiv\sum_{m\neq0}\frac{2m_0|v_{m0}|^2}{E_{m0}}=1-\frac{m_0}{m^*}. \tag{19}$$

After the shift, (13) replaces $|v_{m0}|^2/E_{m0}$ by $(E_{m0}+\Delta)|\xi_{m0}|^2/\hbar^2$. Hence

$$S'=1-\frac{m_0}{m^*}+\frac{2m_0\Delta}{\hbar^2}\sum_{m\neq0}|\xi_{m0}|^2. \tag{20}$$

The filled band and its mass have not changed. The excess is balanced by a new second-order term in $H'$. In $\partial^2P_c$ between two states $u_0$, the surviving terms have one derivative on the ket and one on the bra, and they give $\langle u_0|\partial^2P_c|u_0\rangle=2\sum_m|\xi_{m0}|^2$. Multiplied by $\Delta$, this adds to the curvature what the larger velocities remove.

For the same crystal $S=3.856$, equal to $1-m_0/m^*$ from the numerical band curvature. After the shift $S'=5.254$, and the predicted excess is 1.398. Old momentum elements combined with new gaps would give 2.830, which agrees with neither (19) nor (20).

## II. The two-band monolayer

**Symbols and results carried over.** A rigid shift $\Delta$ raises the empty band $c$ and leaves all states unchanged. The old gap at wavevector $\mathbf k$ is $E$, the new one $E'=E+\Delta$. The position element $\boldsymbol\xi_{cv}$ is unchanged by (8). The velocity elements are $\hbar\mathbf v_{cv}=iE\boldsymbol\xi_{cv}$ before and $\hbar\mathbf v'_{cv}=iE'\boldsymbol\xi_{cv}$ after, by (10) and (13). Their ratio is $E'/E$, and light couples to $\mathbf v'$.

**Model.** Near one corner of the Brillouin zone of a semiconducting monolayer, with $\mathbf k$ measured from that corner, take

$$H(\mathbf k)=A(k_x\sigma_x+k_y\sigma_y)+\frac{E_g}{2}\sigma_z, \tag{21}$$

where $\sigma_x,\sigma_y,\sigma_z$ are Pauli matrices in the space of a conduction-like and a valence-like orbital state. These two basis states are taken as independent of $\mathbf k$, so that $\boldsymbol\xi$ comes from their mixing. Different Pauli matrices anticommute, and therefore $H^2=A^2k^2+E_g^2/4$ times the unit matrix. The energies are $\pm E/2$, with

$$E=\sqrt{E_g^2+4A^2k^2}. \tag{22}$$

Define the unit vector $\mathbf n=(2Ak_x,2Ak_y,E_g)/E$. Then $H=(E/2)\,\mathbf n\cdot\boldsymbol\sigma$, the projector on the empty band is $P_c=(1+\mathbf n\cdot\boldsymbol\sigma)/2$, and $\langle c|\boldsymbol\sigma|c\rangle=\mathbf n$.

The old velocity along $x$ is $\hbar v_x=A\sigma_x$. Insert the complete set $|c\rangle\langle c|+|v\rangle\langle v|=1$ into $\langle c|\sigma_x^2|c\rangle=1$. This gives $|\langle c|\sigma_x|v\rangle|^2=1-n_x^2$, and so

$$\hbar^2|v_{x,cv}|^2=A^2\left(1-\frac{4A^2k_x^2}{E^2}\right). \tag{23}$$

The expression for $y$ has $k_y$ in place of $k_x$. For $\mathbf k$ along $x$, (22) turns the bracket into $E_g^2/E^2$ for the $x$ component and into 1 for the $y$ component. Dividing the velocity elements by the old gap, as (10) requires, gives

$$|\xi_x|=\frac{AE_g}{E^2},\qquad |\xi_y|=\frac{A}{E}. \tag{24}$$

A rigid shift that leaves the states unchanged preserves the interband position elements and multiplies the velocity elements by the ratio of new to old gap; the unshifted velocity elements and the position elements of the two-band monolayer are now in hand. It remains to evaluate them numerically, derive the absorption, and examine what happens when the states change or the shift varies with wavevector, and how the model compares with a real monolayer.

Numerical values quoted here were computed with a short program.
